Does the lattice contraction of a small particle predict its solubility?

**Question**

I am modelling platinum particles of radius 2.5 nm on a fuel-cell cathode at 353 K. Suppose diffraction shows that their lattice parameter is about 0.48 % smaller than in bulk platinum. With a bulk modulus K = 280 GPa this strain means an inside pressure of 4 GPa. The Young–Laplace relation, pressure = 2 × (surface tension)/R, then gives a surface tension of 5 N/m.

Next I want the solubility. Pressure raises the chemical potential by volume times pressure, so I multiply 4 GPa by the atomic volume and put the result into a Boltzmann factor. The particle comes out more than 200 000 times as soluble as bulk platinum. A colleague uses the Gibbs–Thomson formula with a surface energy of 2.4 N/m and gets a factor of a few hundred. We have the same particle and the same pressure. Who is right, and where does the other argument break?

**Answer**

Your colleague is right, and your inside pressure is right too. The step that fails is the one from that pressure to the solubility. "Surface tension" stands for two different quantities in your argument, and they coincide in a fluid but in general not in a crystal.

**Two ways to make area**

New surface can be made by adding surface atoms at unchanged spacing, as in cleavage. The reversible work per unit area is the surface energy γ. Area can also be gained by stretching the existing surface with its number of atoms fixed. That work per unit area is the surface stress f, taken as isotropic and counted positive in tension.

To connect them, let the surface be strained by ε in both in-plane directions, and let γ(ε) be its energy per unit of current area. An area that was 1 before straining is now (1+ε)², so the energy per unit of unstrained area is

Γ(ε) = (1+ε)² γ(ε).

To first order, with γ and dγ/dε taken at ε = 0,

Γ ≈ (1+2ε)(γ + ε dγ/dε) ≈ γ + ε(2γ + dγ/dε).

By the definition of f, this stretch, which adds a fraction 2ε of area, costs 2fε. Therefore

Γ ≈ γ + 2fε,  f = γ + ½ dγ/dε.

In a fluid, atoms move from the interior into a stretched surface and restore its density. Then dγ/dε = 0 and f = γ. A crystal surface stretched with its lattice intact keeps its altered spacing, so f can be larger than γ, smaller, or negative.

**The energy has two variables**

Take an isotropic solid sphere of one component, with strain measured from the bulk crystal at the same temperature. Let R be the radius it would have without strain, Ω the volume per atom and ψ₀ the bulk free energy per atom. The outside pressure is neglected. The atom number is

N = 4πR³/(3Ω).

Surface stress pulls equally on all parts of the sphere, so the response is a uniform strain ε. This has the same isotropic stress 3Kε everywhere, which balances inside the sphere and can match a uniform load at its surface. The relative volume change is 3ε, and the elastic energy density is ½K(3ε)² = (9/2)Kε². The total free energy is

E(N,ε) = Nψ₀ + (4πR³/3)(9/2)Kε² + 4πR²(γ + 2fε)
  = Nψ₀ + 4πR²γ + 6πR³Kε² + 8πR²fε.

Contraction and solubility are derivatives of this one function with respect to different variables.

**Contraction: vary ε at fixed N**

With N fixed, R is fixed, and the γ term does not depend on ε:

∂E/∂ε = 12πR³Kε + 8πR²f = 0,

ε = −2f/(3KR).

The inside pressure is P = −3Kε = 2f/R. Your diffraction argument therefore measures f. A numerical solution of the radial elastic problem that does not assume uniform strain gives the same −0.476 % for your particle.

**Solubility: vary N**

Insert the equilibrium strain. The two strain terms become

6πR³K · 4f²/(9K²R²) = (8π/3) f²R/K,
8πR²f · (−2f/(3KR)) = −(16π/3) f²R/K,

and their sum is −(8π/3)f²R/K. The relaxed energy is

E = Nψ₀ + 4πR²γ − (8π/3) f²R/K.

Adding atoms changes R according to dN = 4πR² dR/Ω, so dR/dN = Ω/(4πR²). The excess chemical potential over the bulk crystal is

Δμ = dE/dN − ψ₀
 = [Ω/(4πR²)] · [8πRγ − (8π/3) f²/K]
 = 2γΩ/R − 2f²Ω/(3KR²).

The leading term contains γ and no f. Surface stress acts on the energy through the strain it causes, and that strain is itself proportional to f, so the effect starts at f². Relative to the leading term it is f²/(3KRγ), here 25/(3 × 280 × 2.5 × 2.4) ≈ 0.5 %.

This Δμ is an average over growing a complete shell. A single atom placed on a terrace or at a kink has its own energy.

For a dilute ideal solution the solute has chemical potential μ₀ + kT ln c. Equality with the solid reads

μ₀ + kT ln c = ψ₀ + Δμ for the particle,
μ₀ + kT ln c∞ = ψ₀ for the bulk crystal.

Subtracting the second line from the first gives

c/c∞ = exp(Δμ/kT).

On your cathode the dissolved species is an ion and electrons stay behind. If the comparison is made at fixed electrode potential, the electrons contribute equally to both lines and cancel. With one platinum atom per ion the formula is unchanged, and γ is the reversible work per unit area of making the interface at that potential, counting the work done by the source that supplies its charge.

**Where volume times pressure goes wrong**

Your estimate is the Gibbs energy of bulk platinum under the pressure P, which exceeds ψ₀ to first order by

ΩP = 2fΩ/R.

This is the cost of pushing one more atomic volume into the interior while the surface keeps its atoms. The sphere's area grows by dA = 8πR dR = 2Ω/R per atom, and since the surface has to stretch, each unit of area costs f. A dissolving or depositing atom does something else. The crystal gains or loses lattice sites at its surface, the spacing hardly changes, and the same dA costs γ. The two estimates differ by

2(f − γ)Ω/R.

In a liquid drop the difference vanishes, because atoms pass freely between interior and surface, and your argument would be correct. In a crystal, an atom pushed into the interior without a new lattice site is an interstitial, which is a different object with its own formation energy.

**Your particle in numbers**

The inputs are values set for this example, of roughly the right size for platinum: γ = 2.4 N/m, f = 5 N/m, K = 280 GPa and lattice parameter a = 0.392 nm. Then Ω = a³/4 = 0.01506 nm³, and at 353 K kT = 0.0304 eV. Since 1 GPa·nm = 1 N/m,

ε = −2 × 5/(3 × 280 × 2.5) = −0.00476,

which shortens the lattice parameter by 1.9 pm. Using γ in place of f would have given −0.23 %. For the solubility,

Δμ = 2 × 2.4 × 0.01506/2.5 = 0.0289 N/m·nm² = 0.180 eV,
Δμ/kT = 5.93, c/c∞ ≈ 380.

The f² term lowers Δμ by 0.0009 eV and the ratio to about 370. With f in place of γ the energy is 0.376 eV and the ratio 2.3 × 10⁵, which is your number. The energy is wrong by a factor of about two, but the exponential turns this into a factor of about 600.

The separation shows most clearly when f is varied with γ and R held fixed:

f = −2.4 N/m: strain +0.229 %, Δμ = 0.1803 eV
f = 0: strain 0, Δμ = 0.1805 eV
f = 2.4 N/m: strain −0.229 %, Δμ = 0.1803 eV
f = 5 N/m: strain −0.476 %, Δμ = 0.1796 eV

The lattice goes from expanded to contracted while Δμ moves by half a percent. Here R is the unstrained radius. If 2.5 nm is the measured radius R(1+ε), the leading term picks up a factor (1+ε), a correction linear in f and of the same small size as the f² term. Δμ then runs from 0.1807 to 0.1787 eV over this table, about one percent. A particle with an expanded lattice can thus be more soluble than the bulk.

Size affects both quantities, which is why they look linked. At R = 5 nm the strain is −0.24 % and the ratio 19; at 10 nm they are −0.12 % and 4.4. Both ε and ln(c/c∞) fall as 1/R to leading order, but with separate coefficients.

**A crystal where both coefficients can be set by hand**

The sphere treats the surface as a continuum, so here is an atomic case. Take an fcc cube with {100} faces and bonds between nearest neighbours, each with length b, depth D and stiffness k. Bonds lying in a face carry an extra energy T(ℓ − b), where ℓ is the bond length. This is a tension T that costs nothing at ℓ = b. (In this section k and T have these meanings. In the product kT, used before and after it, they are Boltzmann's constant and the temperature.)

An atom in a {100} face lacks 4 of its 12 neighbours. Each cut bond is shared between the two surfaces it creates, and each surface atom occupies an area b², so

γ = 4 × ½D/b² = 2D/b².

The face is a square net with one tense bond crossing each length b of a cut, so f = T/b. Thus D sets γ and T sets f. For the bulk modulus, a uniform strain stores 6 × ½k(bε)² = 3kb²ε² per atom. Setting this equal to (9/2)KΩε² with Ω = b³/√2 gives K = 2√2 k/(3b).

The strain in a cube is not uniform, but its mean follows from one condition: at equilibrium the energy does not change in a small uniform dilation. If q is the elongation of a bond, then for small displacements

Σ(all bonds) kq + Σ(face bonds) T = 0.

Every bond lies in one {100} atomic layer, and for each of the three orientations the cube has n layers with equally many bonds. Two of the n are faces, so a fraction 2/n of all bonds is tense, and

mean of q/b = −2T/(nkb).

Now compare with the sphere formula, replacing R by the half-edge h = √2 nb/4, which counts half a layer spacing beyond each face. The half-edge is the right length because area over volume is 3/h for the cube, as it is 3/R for the sphere. At equal volume the cube contracts about 24 % more than a sphere would. Since 3Kh = nk, −2f/(3Kh) = −2T/(nkb), the same result. With T = 4 D/b, k = 72 D/b² and n = 13, the relaxed cube of 1099 atoms has a mean strain of −0.855 %. Reversing T gives +0.855 %.

For the energy of growth, first leave out T. There are (n−1)² bonds in each of the 3n layers, and for odd n the cube has (n³+1)/2 atoms. Treating n as continuous,

dE/dN = −D(9n² − 12n + 3)/(3n²/2) = −6D + 8D/n − 2D/n².

The first term is the bulk energy. The second equals 2γΩ/h, as inserting γ, Ω and h confirms, and the third comes from edges. Growing from 61 to 63 layers costs 0.1285 D per atom above the bulk value, against 0.1290 D from 2γΩ/h.

With T switched on, f = 4 D/b² is twice γ. Growing the relaxed cube from 11 to 13 layers costs 0.633 D per atom above the bulk value. The formula predicts 0.667 D with γ and 1.333 D with f. Of the shortfall from 0.667 D, elastic relaxation accounts for 0.018 D and the edges for most of the rest. Reversing T leaves 0.633 D unchanged, as it must when the elastic energy is quadratic in T.

**How far to trust this for a real catalyst**

Real catalyst particles are faceted, sit on a support and carry adsorbed species. For a sphere the strain is fairly robust within the model. Stiffening of platinum under pressure (K′ = dK/dP ≈ 5) changes −0.476 % to −0.461 %, and a surface stress that varies by 50 N/m per unit strain changes it to −0.455 %. If the bulk reference was measured at 298 K and the particle at 353 K, thermal expansion of about 0.05 % hides a tenth of the contraction. All these inputs are rough. Shape enters the strain too. The condition that a small uniform dilation leaves the energy unchanged gives 9K⟨ε⟩V + 2fA = 0, so the mean strain is −2fA/(9KV) when f is the same on all faces, with A the area and V the volume. A regular truncated octahedron therefore contracts about 10 % more than a sphere of equal volume.

The solubility is much less certain, because γ sits in an exponent. If adsorbates lower γ by 0.3 N/m with f held fixed, the ratio falls from about 370 to 170. In practice adsorbates can change f as well. Edges and curvature can be sized by replacing γ in the energy with γ(1 − 2δ/R). This multiplies the leading Δμ by (1 − δ/R), and δ = 0.1 nm brings the ratio to about 290. That correction to Δμ is of the same order in 1/R as the f² term and larger here, so keeping the f² term alone does not make the result more accurate. Facets matter as well. For growth at fixed shape dA/dV = 2A/(3V), where A is the area and V the volume, so the leading Δμ is 2γΩA/(3V). A regular truncated octahedron has about 10 % more area than a sphere of equal volume. With the same γ on all faces, this raises the leading ratio from about 380 to about 680. If the surface has turned into an oxide, the solid exchanging atoms with the solution is no longer the metal, and these formulas do not apply as they stand.

The equilibrium can also be unstable. To leading order Δμ ∝ N^(−1/3), so dΔμ/dN = −Δμ/(3N). In a large solution of fixed concentration, a particle that gains an atom becomes less soluble and goes on growing, and one that loses an atom goes on dissolving. For a single particle in a closed volume with n_s dissolved atoms, growth also depletes the solution and lowers its chemical potential by kT/n_s per atom. The equilibrium is stable if

kT/n_s > Δμ/(3N), that is, n_s < 3N kT/Δμ.

For your particle, with N ≈ 4300, this is about 2200 dissolved atoms.

So keep the 5 N/m from diffraction as an estimate of f. It assumes a lattice parameter already corrected for the small peak shifts that finite size causes without strain. Stiffening, surface stiffness and thermal expansion act in the same direction, and if all three apply to a sphere, the same measured contraction gives about 6 N/m for the unstrained surface. Facets act the other way: for a truncated octahedron they give about 4.5 N/m on their own and about 5.5 N/m together with the other three. For the solubility you need γ from a separate source, such as a calculation for the surface in its actual environment. The ratio of particle to bulk solubility, measured at equilibrium and known particle size, gives an effective γ that includes the curvature and strain terms. The numerical output below lists the main values used here. Its cube energies per added atom are counted from the bulk value −6D.

Numbers as computed

```
Inputs: R = 2.5 nm, T = 353.0 K, a = 0.392 nm
gamma = 2.4 N/m, f = 5.0 N/m, K = 280.0 GPa, G = 61.0 GPa
Omega = 0.01506 nm^3, kT = 0.03042 eV
Atoms in sphere = 4346
Inside pressure 2f/R = 4.000 GPa
Strain, formula = -0.4762 %, radial solution = -0.4762 %
Lattice parameter change = -1.867 pm
Strain if gamma were used = -0.2286 %
dmu leading (gamma) = 0.18046 eV, over kT = 5.933
dmu second-order (f^2) = -0.000895 eV
dmu from relaxed energies = 0.17957 eV
Solubility ratio, leading = 377.1
Solubility ratio, with f^2 term = 366.2
Solubility ratio, counted solution = 366.7
If f were used: dmu = 0.37597 eV, ratio = 2.332e+05
Overestimate of solubility by that error = 618.3 times
Bulk Gibbs energy at inside pressure = 0.37328 eV
Its gap to dmu = 0.19371 eV, formula 0.19550 eV
Fixed gamma and R, f varied: f (N/m), strain (%), dmu (eV)
   -2.4    0.2286  0.18026
    0.0    0.0000  0.18046
    2.4   -0.2286  0.18026
    5.0   -0.4762  0.17957
R varied: R (nm), strain (%), leading solubility ratio
   1.5   -0.7937  1.968e+04
   2.5   -0.4762  377.1
   5.0   -0.2381  19.42
  10.0   -0.1190  4.407
Cube model: k = 72.0 D/b^2, K = 67.882 D/b^3
Cube gamma = 2.000 D/b^2, f = 4.000 D/b^2
13-layer cube: 1099 atoms, mean strain = -0.8547 %
Same cube, f reversed: mean strain = 0.8547 %
Energy per added atom, 11 to 13 layers = 0.6328 D
Same with f reversed = 0.6328 D; elastic part = -0.0184 D
Predicted with gamma = 0.6667 D, with f = 1.3333 D
61 to 63 layers, f = 0: 0.12850 D, gamma formula 0.12903 D
Neglected effects (rough inputs):
  K' = 5.0: strain = -0.4609 %
  surface stiffness 50.0 N/m: strain = -0.4545 %
  curvature length 0.1 nm: solubility ratio = 288.8
  gamma lowered by 0.3 N/m: solubility ratio = 174.4
  thermal expansion over 55 K = 0.0495 %
```
